**Superheating limit of a first-order ferroelectric transition**

For the Landau energy a0(T − T0)P²/2 − bP⁴/4 + cP⁶/6 with positive a0, b and c, the superheating limit Ts and the transition temperature Tc obey Ts − T0 = (4/3)(Tc − T0). Here P is the polarization and T0 the Curie-Weiss temperature. The program asserts this ratio by symbolic elimination and by a direct search for minima of the energy curve, for the example and for three other sets of coefficients. It also asserts the order of stability, the barrier height at Tc, and, for a series dielectric, the shift of T0 and the unchanged ratio. For the example the output gives T0 = 380 K, Tc = 390.0 K and Ts = 393.3 K. Temperature drift of b and c lowers the ratio to 1.24, a small built-in field lowers it to 1.25, and a modest eighth-order term raises it to 1.34. With the chosen modulus and strain coefficient, full in-plane clamping reverses the sign of the quartic term and removes the first-order transition.

## Check in Python

```python
# Result under test: for the Landau energy density
#   f = a0*(T-T0)*P^2/2 - b*P^4/4 + c*P^6/6,   a0, b, c > 0,
# the superheating limit Ts and the first-order transition Tc obey
#   Ts - T0 = (4/3)*(Tc - T0).
# P: polarization (uC/cm2); T0: Curie-Weiss temperature (K);
# Tc: equal energy of polar and nonpolar minima; Ts: loss of polar minimum.
# Fields are in MV/cm, so that field times polarization is in J/cm3.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq

T0 = 380.0
a0 = 7.5e-5      # MV/cm per (uC/cm2) per K
b = 8.0e-6       # MV/cm per (uC/cm2)^3
c = 1.6e-8       # MV/cm per (uC/cm2)^5
eps0 = constants.epsilon_0 * 1e8 * 100.0   # uC/cm2 per MV/cm


def landau(P, T, slope=a0, quartic=b, sextic=c, origin=T0):
    return (slope * (T - origin) * P**2 / 2 - quartic * P**4 / 4
            + sextic * P**6 / 6)


unit_grid = np.linspace(-0.1, 1.3, 14001)
grid = unit_grid * np.sqrt(b / c)


def minima(energy, T, P=grid):
    """Interior local minima found by comparing neighbouring energies."""
    e = energy(P, T)
    i = np.where((e[1:-1] < e[:-2]) & (e[1:-1] <= e[2:]))[0] + 1
    return P[i], e[i]


def last_true(condition, low, high):
    assert condition(low) and not condition(high)
    for _ in range(45):
        middle = (low + high) / 2
        if condition(middle):
            low = middle
        else:
            high = middle
    return (low + high) / 2


def find_limits(energy, origin=T0, scale=b**2 / (a0 * c), P=grid):
    """Search the energy curve for Tc and Ts; scale only sets the bracket."""
    low, high = origin + 0.13 * scale, origin + 0.45 * scale

    def two_minima(T):
        return len(minima(energy, T, P)[0]) == 2

    def polar_is_lower(T):
        e = minima(energy, T, P)[1]
        return len(e) == 2 and e[1] < e[0]

    return last_true(polar_is_lower, low, high), last_true(two_minima, low, high)


# Symbolic elimination, starting from the energy itself.
A, B, C, p, x = sp.symbols("A B C p x", positive=True)
f = A * p**2 / 2 - B * p**4 / 4 + C * p**6 / 6
reduced_energy = sp.expand(f / p**2).subs(p, sp.sqrt(x))
reduced_force = sp.expand(sp.diff(f, p) / p).subs(p, sp.sqrt(x))
equal = sp.solve(sp.resultant(reduced_energy, reduced_force, x), A)
merge = sp.solve(sp.discriminant(reduced_force, x), A)
equal = [s for s in equal if s != 0]
assert len(equal) == 1 and len(merge) == 1
assert sp.simplify(merge[0] / equal[0] - sp.Rational(4, 3)) == 0
curvature = sp.diff(f, p, 2).subs(A, B * x - C * x**2).subs(p, sp.sqrt(x))
assert sp.simplify(curvature - 2 * x * (2 * C * x - B)) == 0

# Numerical search for the example, against the derived formulas.
Tc, Ts = find_limits(landau)
ratio = (Ts - T0) / (Tc - T0)
assert abs(Tc - (T0 + 3 * b**2 / (16 * a0 * c))) < 1e-5
assert abs(Ts - (T0 + b**2 / (4 * a0 * c))) < 1e-5
assert abs(ratio - 4 / 3) < 1e-6
Pc = minima(landau, Tc - 1e-6)[0][-1]
Ps = minima(landau, Ts - 1e-5)[0][-1]
assert abs(Pc - np.sqrt(3 * b / (4 * c))) < 0.005
# Near the merger P differs from its limit as the square root of Ts - T.
assert abs(Ps - np.sqrt(b / (2 * c))) < 0.03

# Other coefficients give the same ratio.
for s, q, h in [(2e-5, 3e-6, 4e-8), (1e-4, 2e-5, 1e-8), (5e-5, 1e-6, 3e-9)]:
    other = lambda P, T: landau(P, T, s, q, h)
    t1, t2 = find_limits(other, T0, q**2 / (s * h),
                         unit_grid * np.sqrt(q / h))
    assert abs((t2 - T0) / (t1 - T0) - 4 / 3) < 1e-5

# Order of stability, and the lower limit of the nonpolar state.
for T, polar_lower in [(Tc - 1, True), (Tc + 1, False)]:
    e = minima(landau, T)[1]
    assert len(e) == 2 and (e[1] < e[0]) == polar_lower
assert len(minima(landau, Ts + 0.1)[0]) == 1
assert abs(minima(landau, T0 + 0.5)[0][0]) < 0.01
assert min(abs(minima(landau, T0 - 0.5)[0])) > 1.0

# Curie-Weiss temperature from the response to a small field.
small_field = 1e-5


def inverse_susceptibility(T):
    force = lambda P: a0 * (T - T0) * P - b * P**3 + c * P**5 - small_field
    return small_field / brentq(force, 0.0, 0.1)


g1, g2 = inverse_susceptibility(420.0), inverse_susceptibility(440.0)
T_extrapolated = 420.0 - g1 * 20.0 / (g2 - g1)
assert abs(T_extrapolated - T0) < 1e-3


# Barrier seen from the polar side, and thermal activation.
def polar_barrier(T):
    P, e = minima(landau, T)
    between = (grid > P[0]) & (grid < P[1])
    return landau(grid[between], T).max() - e[1]


barrier_c = polar_barrier(Tc - 1e-6)
assert abs(barrier_c / (b**3 / (96 * c**2)) - 1) < 1e-5
T_mid = (Tc + Ts) / 2
barrier_mid = polar_barrier(T_mid)
assert 0 < barrier_mid < barrier_c


def cube_edge(barrier, T, multiple):
    # 1 J/cm3 equals 1e-21 J/nm3.
    return (multiple * constants.k * T / (barrier * 1e-21))**(1 / 3)


# Drift of the quartic and sextic coefficients, anchored at Tc.
b_drift, c_drift = 2e-7, 3e-10
drifting = lambda P, T: landau(P, T, a0, b - b_drift * (T - Tc),
                               c - c_drift * (T - Tc))
Tc_drift, Ts_drift = find_limits(drifting)
ratio_drift = (Ts_drift - T0) / (Tc_drift - T0)
assert abs(Tc_drift - Tc) < 1e-4 and ratio_drift < ratio

# Built-in field of unlike electrodes.
film_nm, mismatch_V = 100.0, 0.01
built_in = mismatch_V / film_nm * 10.0       # V/nm to MV/cm
biased = lambda P, T: landau(P, T) - built_in * P
Tc_bias, Ts_bias = find_limits(biased)
ratio_bias = (Ts_bias - T0) / (Tc_bias - T0)
assert Tc_bias > Tc and Ts_bias > Ts

# Eighth-order term whose force at Tc is a tenth of the sixth-order force.
eighth_share = 0.1
d = eighth_share * c / Pc**2
eighth = lambda P, T: landau(P, T) + d * P**8 / 8
Tc_eight, Ts_eight = find_limits(eighth)
ratio_eight = (Ts_eight - T0) / (Tc_eight - T0)
assert abs(ratio_eight - ratio) > 1e-4

# Shorted stack: solve the fields for unit polarization, add field energy.
oxide_nm, eps_oxide, eps_background = 1.0, 25.0, 10.0
E_film, E_oxide = np.linalg.solve(
    [[film_nm, oxide_nm], [eps0 * eps_background, -eps0 * eps_oxide]],
    [0.0, -1.0])
field_energy = eps0 / 2 * (eps_background * E_film**2
                           + eps_oxide * E_oxide**2 * oxide_nm / film_nm)
stack = lambda P, T: landau(P, T) + field_energy * P**2
h = 0.01
k1, k2 = [2 * stack(h, T) / h**2 for T in (300.0, 400.0)]
T0_stack = 300.0 - k1 * 100.0 / (k2 - k1)
k_formula = 1 / (eps0 * (eps_background + eps_oxide * film_nm / oxide_nm))
assert abs(T0_stack - (T0 - k_formula / a0)) < 1e-4
Tc_stack, Ts_stack = find_limits(stack, T0_stack)
ratio_stack = (Ts_stack - T0_stack) / (Tc_stack - T0_stack)
assert abs(ratio_stack - 4 / 3) < 1e-5
oxide_field = abs(E_oxide) * Pc

# In-plane clamping: strain Q*P^2 suppressed at biaxial modulus Y.
Q = -4e-6                 # per (uC/cm2)^2
Y_GPa = 180.0
Y = Y_GPa * 1e3           # J/cm3
clamped = lambda P, T: landau(P, T) + Y * (Q * P**2)**2
b_clamped = b - 4 * Y * Q**2
for excess in np.linspace(0.1, 20.0, 40):
    assert len(minima(clamped, T0 + excess)[0]) == 1
P_clamped = minima(clamped, T0 - 0.1)[0][-1]
assert b_clamped < 0 and P_clamped < 0.2 * Pc

print(f"Curie-Weiss temperature T0 = {T0:.2f} K")
print(f"a0 = {a0:.2e} MV/cm per (uC/cm2) per K")
print(f"b = {b:.2e} MV/cm per (uC/cm2)^3")
print(f"c = {c:.2e} MV/cm per (uC/cm2)^5")
print(f"Curie constant 1/(eps0 a0) = {1 / (eps0 * a0):.3e} K")
print(f"T0 from small-field response = {T_extrapolated:.3f} K")
print(f"transition Tc = {Tc:.3f} K = {Tc - 273.15:.2f} deg C")
print(f"superheating limit Ts = {Ts:.3f} K = {Ts - 273.15:.2f} deg C")
print(f"Tc - T0 = {Tc - T0:.4f} K")
print(f"Ts - T0 = {Ts - T0:.4f} K")
print(f"Ts - Tc = {Ts - Tc:.4f} K")
print(f"ratio (Ts-T0)/(Tc-T0) = {ratio:.6f}")
print(f"polarization at Tc = {Pc:.2f} uC/cm2")
print(f"polarization at Ts = {np.sqrt(b / (2 * c)):.2f} uC/cm2")
print(f"barrier at Tc = {barrier_c:.5f} J/cm3")
print(f"midway temperature (Tc+Ts)/2 = {T_mid:.3f} K")
print(f"polar-side barrier midway = {barrier_mid:.5f} J/cm3")
for name, bar, T in [("Tc", barrier_c, Tc), ("midway", barrier_mid, T_mid)]:
    print(f"cube edge, barrier 1 kT, {name} = {cube_edge(bar, T, 1):.1f} nm")
    print(f"cube edge, barrier 40 kT, {name} = {cube_edge(bar, T, 40):.1f} nm")
print(f"drift: b falls by {b_drift:.1e} MV/cm per (uC/cm2)^3 per K")
print(f"drift: c falls by {c_drift:.1e} MV/cm per (uC/cm2)^5 per K")
print(f"drift: Ts = {Ts_drift:.3f} K, ratio = {ratio_drift:.4f}")
print(f"film thickness = {film_nm:.0f} nm")
print(f"electrode mismatch = {mismatch_V:.3f} V")
print(f"built-in field = {built_in:.4f} MV/cm")
print(f"built-in field: Tc = {Tc_bias:.3f} K, Ts = {Ts_bias:.3f} K")
print(f"built-in field: ratio from zero-field T0 = {ratio_bias:.4f}")
print(f"eighth-order share of sixth-order force = {eighth_share:.2f}")
print(f"eighth order: Tc = {Tc_eight:.3f} K, Ts = {Ts_eight:.3f} K")
print(f"eighth order: ratio = {ratio_eight:.4f}")
print(f"series dielectric thickness = {oxide_nm:.1f} nm")
print(f"relative permittivity, dielectric = {eps_oxide:.0f}")
print(f"relative permittivity, film background = {eps_background:.0f}")
print(f"stack: common downward shift = {T0 - T0_stack:.2f} K")
print(f"stack: T0 = {T0_stack:.2f} K, Tc = {Tc_stack:.2f} K")
print(f"stack: Ts = {Ts_stack:.2f} K, ratio = {ratio_stack:.6f}")
print(f"stack: dielectric field at P(Tc) = {oxide_field:.2f} MV/cm")
print(f"clamping: Q = {Q:.1e} per (uC/cm2)^2, Y = {Y_GPa:.0f} GPa")
print(f"clamping: effective b = {b_clamped:.2e} MV/cm per (uC/cm2)^3")
print(f"clamping: P at 0.1 K below T0 = {P_clamped:.2f} uC/cm2")
print("done: every assertion held")
```

It prints:

```
Curie-Weiss temperature T0 = 380.00 K
a0 = 7.50e-05 MV/cm per (uC/cm2) per K
b = 8.00e-06 MV/cm per (uC/cm2)^3
c = 1.60e-08 MV/cm per (uC/cm2)^5
Curie constant 1/(eps0 a0) = 1.506e+05 K
T0 from small-field response = 380.000 K
transition Tc = 390.000 K = 116.85 deg C
superheating limit Ts = 393.333 K = 120.18 deg C
Tc - T0 = 10.0000 K
Ts - T0 = 13.3333 K
Ts - Tc = 3.3333 K
ratio (Ts-T0)/(Tc-T0) = 1.333333
polarization at Tc = 19.36 uC/cm2
polarization at Ts = 15.81 uC/cm2
barrier at Tc = 0.02083 J/cm3
midway temperature (Tc+Ts)/2 = 391.667 K
polar-side barrier midway = 0.00737 J/cm3
cube edge, barrier 1 kT, Tc = 6.4 nm
cube edge, barrier 40 kT, Tc = 21.8 nm
cube edge, barrier 1 kT, midway = 9.0 nm
cube edge, barrier 40 kT, midway = 30.9 nm
drift: b falls by 2.0e-07 MV/cm per (uC/cm2)^3 per K
drift: c falls by 3.0e-10 MV/cm per (uC/cm2)^5 per K
drift: Ts = 392.355 K, ratio = 1.2355
film thickness = 100 nm
electrode mismatch = 0.010 V
built-in field = 0.0010 MV/cm
built-in field: Tc = 391.346 K, Ts = 394.180 K
built-in field: ratio from zero-field T0 = 1.2498
eighth-order share of sixth-order force = 0.10
eighth order: Tc = 389.354 K, Ts = 392.556 K
eighth order: ratio = 1.3423
series dielectric thickness = 1.0 nm
relative permittivity, dielectric = 25
relative permittivity, film background = 10
stack: common downward shift = 60.00 K
stack: T0 = 320.00 K, Tc = 330.00 K
stack: Ts = 333.34 K, ratio = 1.333333
stack: dielectric field at P(Tc) = 8.71 MV/cm
clamping: Q = -4.0e-06 per (uC/cm2)^2, Y = 180 GPa
clamping: effective b = -3.52e-06 MV/cm per (uC/cm2)^3
clamping: P at 0.1 K below T0 = 1.45 uC/cm2
done: every assertion held
```
